# Misfit angle of a four-wedge polarization vortex in a tetragonal ferroelectric: a numerical check

```python
# Result under test: four stress-free tetragonal wedges (t = c/a) that form a
# closed polarization vortex have apex angles 2*atan(t), and together exceed
# a full turn by Omega = 8*atan(t) - 2*pi.
# Also tested: the stress in a flat isotropic disc forced to close.
# a, c: lattice parameters; R: stress-free disc radius; E, nu: Young modulus
# and Poisson ratio; k = 2*pi/(2*pi + Omega); x = r/R.
# Points and vectors in the plane are written as complex numbers.
import numpy as np
import sympy as sp
from scipy.optimize import brentq

a_nm = 0.39
t = 1.06
c_nm = a_nm * t
radius_nm = 10.0
young_GPa = 100.0
nu = 0.3
polarization_uC_cm2 = 75.0
coercive_MV_cm = 0.3
wall_width_nm = 1.0
ratio_drop_per_K = 1.0e-4
heating_K = 100.0


def excess_angle(ratio):
    return 8 * np.arctan(ratio) - 2 * np.pi


def deform(point, polar):
    """Stretch a parent-lattice vector; the c axis lies along polar."""
    if abs(polar.real) > 0.5:
        return c_nm * point.real + 1j * a_nm * point.imag
    return a_nm * point.real + 1j * c_nm * point.imag


corners = [1 - 1j, 1 + 1j, -1 + 1j, -1 - 1j]
vortex = [1j, -1 + 0j, -1j, 1 + 0j]
antivortex = [1 + 0j, -1j, -1 + 0j, 1j]


def join_wedges(polars):
    """Join wedges edge to edge; return the final rotation and the
    turn of polarization at each wall."""
    rotation = 1 + 0j
    turns = []
    for j in range(4):
        nxt = (j + 1) % 4
        edge = rotation * deform(corners[nxt], polars[j])
        new_rotation = edge / deform(corners[nxt], polars[nxt])
        assert abs(abs(new_rotation) - 1) < 1e-12  # edges have equal length
        normal = 1j * edge / abs(edge)
        p_old = rotation * polars[j]
        p_new = new_rotation * polars[nxt]
        bound_charge = ((p_new - p_old) * np.conj(normal)).real
        assert abs(bound_charge) < 1e-12
        turns.append(np.angle(p_new / p_old))
        rotation = new_rotation
    return np.angle(rotation), np.array(turns)


omega = excess_angle(t)
apex = 2 * np.arctan(t)

# Excess from joining the wedges, for the vortex and for the antivortex
joined_vortex, turns_vortex = join_wedges(vortex)
joined_antivortex, _ = join_wedges(antivortex)
assert abs(joined_vortex - omega) < 1e-12
assert abs(joined_antivortex + omega) < 1e-12
assert np.allclose(turns_vortex, apex, atol=1e-12)
assert abs(np.degrees(joined_vortex) - 13.3) < 0.05

# Apex angle from the metric of the deformed lattice
metric = np.diag([c_nm**2, a_nm**2])
v1, v2 = np.array([1.0, 1.0]), np.array([-1.0, 1.0])
cosine = v1 @ metric @ v2 / np.sqrt((v1 @ metric @ v1) * (v2 @ metric @ v2))
assert abs(np.arccos(cosine) - apex) < 1e-12


# Direction of equal length in both neighbouring domains
def length_mismatch(phi):
    direction = np.exp(1j * phi)
    return abs(deform(direction, 1j)) - abs(deform(direction, 1 + 0j))


wall_angle = brentq(length_mismatch, 0.1, 1.4, xtol=1e-13)
assert abs(wall_angle - np.pi / 4) < 1e-10

# Expansion for small tetragonal strain, and the second form of the excess
eta = sp.symbols("eta")
series = sp.series(8 * sp.atan(1 + eta) - 2 * sp.pi, eta, 0, 3).removeO()
assert sp.simplify(series - (4 * eta - 2 * eta**2)) == 0
assert abs(8 * np.arctan((t - 1) / (t + 1)) - joined_vortex) < 1e-12

# Disc forced to close: closed formulas
k = 2 * np.pi / (2 * np.pi + omega)


def position(x):
    return ((1 + nu) * x + (1 - nu) * x**k) / (1 + k)


def radial_stress(x):
    return young_GPa * k * (x**(k - 1) - 1) / (1 + k)


def hoop_stress(x):
    return young_GPa * (k * x**(k - 1) - 1) / (1 + k)


# The same disc by direct minimization of its energy with linear elements
n_elements = 400
nodes = np.linspace(0, 1, n_elements + 1)**2
stiffness = np.zeros((n_elements + 1, n_elements + 1))
load = np.zeros(n_elements + 1)
coupling = np.array([[1, nu], [nu, 1]])
for i in range(n_elements):
    h = nodes[i + 1] - nodes[i]
    for s in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
        r = nodes[i] + s * h
        strain_rows = np.array([[-1 / h, 1 / h],
                                [k * (1 - s) / r, k * s / r]])
        weight = 0.5 * h * r
        stiffness[i:i + 2, i:i + 2] += (
            weight * strain_rows.T @ coupling @ strain_rows)
        load[i:i + 2] += weight * strain_rows.T @ coupling @ np.ones(2)
rho = np.zeros(n_elements + 1)
rho[1:] = np.linalg.solve(stiffness[1:, 1:], load[1:])
assert np.max(np.abs(rho - position(nodes))) < 1e-4
middle = 0.5 * (nodes[1:] + nodes[:-1])
strain_r = np.diff(rho) / np.diff(nodes) - 1
strain_t = k * 0.5 * (rho[1:] + rho[:-1]) / middle - 1
fem_radial = young_GPa * (strain_r + nu * strain_t) / (1 - nu**2)
fem_hoop = young_GPa * (strain_t + nu * strain_r) / (1 - nu**2)
outer = middle > 0.05  # the core itself has a weak singularity
assert np.max(np.abs(fem_radial - radial_stress(middle))[outer]) < 0.02
assert np.max(np.abs(fem_hoop - hoop_stress(middle))[outer]) < 0.02
rim_stress = -young_GPa * omega / (4 * np.pi + omega)
fem_rim_strain = k * rho[-1] - 1
assert abs(young_GPa * fem_rim_strain - rim_stress) < 0.01
x_zero = k**(1 / (1 - k))
fem_zero = np.interp(0.0, -fem_hoop[outer], middle[outer])
assert abs(fem_zero - x_zero) < 0.005

# Consequences and sizes of neglected effects
rim_strain = rim_stress / young_GPa
rim_ratio = t * (1 + rim_strain) / (1 - nu * rim_strain)
switch_strain = (c_nm - a_nm) / c_nm
drive_J_m3 = abs(rim_stress) * 1e9 * switch_strain
field_MV_cm = drive_J_m3 / (polarization_uC_cm2 * 1e-2) / 1e8
hot_ratio = t - ratio_drop_per_K * heating_K
core_nm = wall_width_nm / np.sqrt(2)
core_fraction = wall_width_nm**2 / (np.pi * radius_nm**2)
linear_deg = np.degrees(4 * (t - 1))
omega_deg = np.degrees(omega)

print(f"input a = {a_nm:.4f} nm")
print(f"input c/a = {t:.2f}")
print(f"c = {c_nm:.4f} nm")
print(f"input disc radius = {radius_nm:.1f} nm")
print(f"input Young modulus = {young_GPa:.0f} GPa")
print(f"input Poisson ratio = {nu:.2f}")
print(f"input polarization = {polarization_uC_cm2:.0f} uC/cm2")
print(f"wall direction in parent = {np.degrees(wall_angle):.3f} deg")
print(f"half apex angle = {np.degrees(apex / 2):.3f} deg")
print(f"apex angle of one wedge = {np.degrees(apex):.3f} deg")
print(f"excess of one wedge = {np.degrees(apex) - 90:.3f} deg")
print(f"sum of four wedges = {4 * np.degrees(apex):.2f} deg")
print(f"excess over full turn = {omega_deg:.2f} deg")
print(f"excess over full turn = {omega:.4f} rad")
print(f"excess by joining, vortex = {np.degrees(joined_vortex):.2f} deg")
print(f"same, antivortex = {np.degrees(joined_antivortex):.2f} deg")
print(f"polarization turn per wall = {np.degrees(turns_vortex[0]):.3f} deg")
print(f"linear estimate of excess = {linear_deg:.2f} deg")
print(f"linear estimate too high by = {100*(linear_deg/omega_deg-1):.1f} %")
print(f"overlap arc at disc radius = {radius_nm * omega:.2f} nm")
print(f"closure factor k = {k:.5f}")
print(f"rim hoop strain = {100 * rim_strain:.2f} %")
print(f"rim hoop stress = {rim_stress:.2f} GPa")
print(f"hoop stress zero at r = {x_zero * radius_nm:.2f} nm")
print(f"hoop stress at r = 1 nm: {hoop_stress(1/radius_nm):.2f} GPa")
print(f"radial stress at r = 1 nm: {radial_stress(1/radius_nm):.2f} GPa")
print(f"c/a left at rim = {rim_ratio:.4f}")
print(f"strain of 90-degree switching = {100 * switch_strain:.2f} %")
print(f"switching drive at rim = {drive_J_m3 / 1e6:.0f} MJ/m3")
print(f"equivalent field at rim = {field_MV_cm:.2f} MV/cm")
print(f"input rough coercive field = {coercive_MV_cm:.1f} MV/cm")
print(f"equivalent/coercive field = {field_MV_cm / coercive_MV_cm:.1f}")
print(f"input rough fall of c/a = {ratio_drop_per_K:.4f} per K")
print(f"input heating = {heating_K:.0f} K")
print(f"c/a after heating = {hot_ratio:.3f}")
print(f"excess after heating = {np.degrees(excess_angle(hot_ratio)):.2f} deg")
print(f"input rough wall width = {wall_width_nm:.1f} nm")
print(f"reach of wall overlap at core = {core_nm:.2f} nm")
print(f"core share of disc area = {100 * core_fraction:.2f} %")
print("tests ok")
```

Printed output:

```
input a = 0.3900 nm
input c/a = 1.06
c = 0.4134 nm
input disc radius = 10.0 nm
input Young modulus = 100 GPa
input Poisson ratio = 0.30
input polarization = 75 uC/cm2
wall direction in parent = 45.000 deg
half apex angle = 46.668 deg
apex angle of one wedge = 93.337 deg
excess of one wedge = 3.337 deg
sum of four wedges = 373.35 deg
excess over full turn = 13.35 deg
excess over full turn = 0.2329 rad
excess by joining, vortex = 13.35 deg
same, antivortex = -13.35 deg
polarization turn per wall = 93.337 deg
linear estimate of excess = 13.75 deg
linear estimate too high by = 3.0 %
overlap arc at disc radius = 2.33 nm
closure factor k = 0.96425
rim hoop strain = -1.82 %
rim hoop stress = -1.82 GPa
hoop stress zero at r = 3.61 nm
hoop stress at r = 1 nm: 2.39 GPa
radial stress at r = 1 nm: 4.21 GPa
c/a left at rim = 1.0351
strain of 90-degree switching = 5.66 %
switching drive at rim = 103 MJ/m3
equivalent field at rim = 1.37 MV/cm
input rough coercive field = 0.3 MV/cm
equivalent/coercive field = 4.6
input rough fall of c/a = 0.0001 per K
input heating = 100 K
c/a after heating = 1.050
excess after heating = 11.18 deg
input rough wall width = 1.0 nm
reach of wall overlap at core = 0.71 nm
core share of disc area = 0.32 %
tests ok
```
